# Midgap density at a film's centre outlives the tunnel current: verification in Python

```python
"""
Result under test: at midgap, the local density of states at the centre of a
semiconductor film between two metals falls as exp(-kappa L), while the
transmission falls as exp(-2 kappa L).
Symbols: L film thickness; kappa amplitude decay constant; kappa0 its value at
midgap and normal incidence; hv = hbar*velocity of the two-band model;
E energy from midgap; k transverse wave vector; rho0 density in the metal.
Lengths are in nm and energies in eV unless a label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm


def close(value, expected, rel):
    """True if value agrees with expected within a relative tolerance."""
    return abs(value - expected) <= rel * abs(expected)


# Rough typical InSb parameters at 77 K
gap = 0.23
kane_energy = 23.0
spin_orbit = 0.8
heavy_mass = 0.4
temperature = 77.0
offset = 0.08
thicknesses = [20.0, 40.0, 60.0]

half_gap = gap / 2
free_term = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
kane_p = np.sqrt(free_term * kane_energy)
hv = np.sqrt(2 / 3) * kane_p
kappa0 = half_gap / hv
kT = const.k * temperature / const.e

# ---- Lattice test: alternating site energies, Green functions at midgap ----
site_energy, hopping = 0.4, 1.0
lattice_kappa = np.arcsinh(site_energy / (2 * hopping))


def lattice(n_sites, gamma_left, gamma_right):
    """Central density (mean of two sites) and transmission at E = 0."""
    signs = (-1.0) ** np.arange(n_sites)
    h = np.diag(site_energy * signs).astype(complex)
    h += hopping * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))
    h[0, 0] -= 0.5j * gamma_left
    h[-1, -1] -= 0.5j * gamma_right
    green = np.linalg.inv(-h)
    mid = [n_sites // 2 - 1, n_sites // 2]
    spectral = gamma_left * abs(green[mid, 0])**2
    spectral += gamma_right * abs(green[mid, -1])**2
    density = np.mean(spectral) / (2 * np.pi)
    direct = -np.mean(green[mid, mid].imag) / np.pi
    assert close(density, direct, 1e-5), "scattering-state density"
    trans = gamma_left * gamma_right * abs(green[0, -1])**2
    return density, trans


g_left, g_right = 0.5, 3.0
short = lattice(60, g_left, g_right)
long = lattice(100, g_left, g_right)
lattice_slopes = [np.log(a / b) / 40 for a, b in zip(short, long)]
assert close(lattice_slopes[0], lattice_kappa, 1e-4), "density exponent"
assert close(lattice_slopes[1], 2 * lattice_kappa, 1e-4), "T exponent"
both_left = lattice(60, g_left, g_left)
both_right = lattice(60, g_right, g_right)
mean_density = (both_left[0] + both_right[0]) / 2
assert close(short[0], mean_density, 1e-4), "density adds contacts"
product = both_left[1] * both_right[1]
assert close(short[1]**2, product, 1e-4), "T multiplies contacts"

# ---- Direct integration of the two-band wave equation ----
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]], complex)
sz = np.diag([1.0, -1.0]).astype(complex)
right_mover = np.array([1, 1], complex) / np.sqrt(2)
left_mover = np.array([1, -1], complex) / np.sqrt(2)


def scatter(energy, length, place=0.5, potential=lambda s: 0.0):
    """T and densities at place*length from left and right incidence."""
    def slope(x, psi):
        local = energy - potential(x / length)
        return 1j * sx @ (local * psi - half_gap * (sz @ psi)) / hv
    x_obs = place * length
    opts = dict(method="DOP853", rtol=1e-10, atol=1e-12)
    densities, transmissions = [], []
    for start, stop, spinor in [(length, 0.0, right_mover),
                                (0.0, length, left_mover)]:
        sol = solve_ivp(slope, (start, stop), spinor,
                        t_eval=sorted({start, x_obs, stop},
                                      reverse=start > stop), **opts)
        where = int(np.argmin(abs(sol.t - x_obs)))
        incident = abs(np.vdot(spinor, sol.y[:, -1]))**2
        densities.append(np.sum(abs(sol.y[:, where])**2) / incident)
        transmissions.append(1 / incident)
    assert close(transmissions[0], transmissions[1], 1e-6), "reciprocity"
    return transmissions[0], densities[0], densities[1]


def formulas(energy, k, length):
    """Closed forms for T and central density/rho0, inside or above gap."""
    q2 = kappa0**2 + k**2
    kap = np.sqrt(q2 - (energy / hv)**2 + 1e-16j)
    trans = 1 / (1 + (q2 * (np.sinh(kap * length) / kap)**2).real)
    half = (q2 * (np.sinh(kap * length / 2) / kap)**2).real
    return trans, trans * (1 + 2 * half)


for length in thicknesses:
    trans, d_left, d_right = scatter(0.0, length)
    sech = 1 / np.cosh(kappa0 * length)
    assert close(trans, sech**2, 1e-6), "midgap transmission"
    assert close((d_left + d_right) / 2, sech, 1e-6), "midgap density"
for place in [0.0, 0.2, 0.8, 1.0]:
    length = 30.0
    trans, d_left, d_right = scatter(0.0, length, place)
    profile = np.cosh(2 * kappa0 * length * (1 - place))
    profile += np.cosh(2 * kappa0 * length * place)
    profile /= 2 * np.cosh(kappa0 * length)**2
    assert close((d_left + d_right) / 2, profile, 1e-6), "profile"
    if place == 1.0:
        assert close(d_left, trans, 1e-6), "far-face density equals T"
        assert close((d_left + d_right) / 2, 1.0, 1e-6), "face density"
for energy in [0.05, offset, 0.18]:
    trans, d_left, d_right = scatter(energy, 25.0)
    f_trans, f_density = formulas(energy, 0.0, 25.0)
    assert close(trans, f_trans, 1e-6), "T away from midgap"
    assert close((d_left + d_right) / 2, f_density, 1e-6), "density off midgap"


# Tilted bands: exponents must follow the integrals over the two halves
def tilt(s):
    return offset * (1 - s)


def local_kappa(s):
    return np.sqrt(half_gap**2 - tilt(s)**2) / hv


tilt_short = scatter(0.0, 80.0, potential=tilt)
tilt_long = scatter(0.0, 120.0, potential=tilt)
tilt_slopes = [np.log(a / b) / 40 for a, b in zip(tilt_short, tilt_long)]
left_half = quad(local_kappa, 0, 0.5)[0]
right_half = quad(local_kappa, 0.5, 1)[0]
# Corrections to the slow-variation result are of order 1/(kappa L)^2.
assert close(tilt_slopes[0], 2 * (left_half + right_half), 0.02), "tilted T"
assert close(tilt_slopes[1], 2 * left_half, 0.02), "tilted left density"
assert close(tilt_slopes[2], 2 * right_half, 0.02), "tilted right density"

# ---- Four-component model with transverse motion ----
ax, ay = np.kron(sx, sx), np.kron(sx, sy)
beta = np.kron(sz, np.eye(2))
values, vectors = np.linalg.eigh(ax)
forward, backward = vectors[:, values > 0], vectors[:, values < 0]
for energy, k in [(0.0, 0.1), (0.06, 0.07), (0.17, 0.05)]:
    length = 25.0
    generator = 1j * ax @ (energy / hv * np.eye(4) - k * ay - kappa0 * beta)
    f_trans, f_density = formulas(energy, k, length)
    density = 0.0
    for modes, direction in [(forward, -1), (backward, 1)]:
        full = expm(direction * generator * length)
        half = expm(direction * generator * length / 2)
        t_matrix = np.linalg.inv(modes.conj().T @ full @ modes)
        trans = np.sum(abs(t_matrix)**2) / 2
        assert close(trans, f_trans, 1e-7), "T with transverse motion"
        density += np.sum(abs(half @ modes @ t_matrix)**2) / 4
    assert close(density, f_density, 1e-7), "density with transverse motion"


# ---- Sum over transverse wave vectors, including two spins ----
def transverse_sum(length, power):
    def integrand(k):
        q = np.sqrt(kappa0**2 + k**2)
        return k / np.pi * np.cosh(q * length)**-power
    return quad(integrand, 0, 40 / length, epsabs=0, epsrel=1e-9,
                limit=200)[0]


def transverse_asymptote(length, power):
    a = power * length
    return 2**power * (kappa0 / a + 1 / a**2) * np.exp(-a * kappa0) / np.pi


summed_density, summed_trans = [], []
for length in thicknesses:
    for power, store in [(1, summed_density), (2, summed_trans)]:
        value = transverse_sum(length, power)
        # The next term of the series sets this tolerance.
        tolerance = 2 * np.exp(-2 * kappa0 * length) + 1e-7
        expected = transverse_asymptote(length, power)
        assert close(value, expected, tolerance), "transverse sum"
        store.append(value)

# ---- Thermal broadening at the temperature of use ----
energies = np.linspace(-0.35, 0.35, 1401)
k_grid = np.linspace(0, 0.9, 2001)
weight = 1 / (4 * kT * np.cosh(energies / (2 * kT))**2)


def integrate(y, x):
    return np.sum((y[1:] + y[:-1]) * np.diff(x)) / 2


thermal_ratios = []
for i, length in enumerate(thicknesses):
    spectra = np.empty((2, len(energies)))
    for j, energy in enumerate(energies):
        trans, density = formulas(energy, k_grid, length)
        spectra[0, j] = integrate(k_grid * trans / np.pi, k_grid)
        spectra[1, j] = integrate(k_grid * density / np.pi, k_grid)
    centre = len(energies) // 2
    assert close(spectra[0, centre], summed_trans[i], 1e-3), "T grid"
    assert close(spectra[1, centre], summed_density[i], 1e-3), "density grid"
    averages = []
    for spectrum in spectra:
        fine = integrate(weight * spectrum, energies)
        coarse = integrate((weight * spectrum)[::2], energies[::2])
        assert close(fine, coarse, 1e-2), "energy grid"
        averages.append(fine)
    thermal_ratios.append((averages[0] / summed_trans[i],
                           averages[1] / summed_density[i]))

# ---- Other neglected effects ----
kappa_so = half_gap / kane_p * np.sqrt(
    (half_gap + spin_orbit) / (half_gap + 2 * spin_orbit / 3))
kappa_heavy = np.sqrt(heavy_mass * half_gap / free_term)
kappa_offset = np.sqrt(half_gap**2 - offset**2) / hv
offset_trans, offset_density = formulas(offset, 0.0, 40.0)
mid_trans, mid_density = formulas(0.0, 0.0, 40.0)
quantum = const.e**2 / const.h

print(f"InSb gap, rough input: {gap:.2f} eV")
print(f"Kane energy, rough input: {kane_energy:.1f} eV")
print(f"temperature: {temperature:.0f} K; kT: {kT*1000:.2f} meV")
print(f"hbar v: {hv:.4f} eV nm")
print(f"midgap kappa0: {kappa0:.4f} 1/nm")
print(f"density decay length 1/(2 kappa0): {1/(2*kappa0):.3f} nm")
print(f"lattice site energy/hopping: {site_energy/hopping:.2f}")
print(f"lattice contact widths/hopping: {g_left:.1f}, {g_right:.1f}")
print(f"lattice kappa: {lattice_kappa:.6f} per site")
print(f"lattice density exponent: {lattice_slopes[0]:.6f} per site")
print(f"lattice transmission exponent: {lattice_slopes[1]:.6f} per site")
for i, length in enumerate(thicknesses):
    trans, density = formulas(0.0, 0.0, length)
    rho = 1e21 * summed_density[i] / (np.pi * hv)
    conductance = 1e14 * quantum * summed_trans[i]
    print(f"L = {length:.0f} nm: kappa0 L = {kappa0*length:.3f}")
    print(f"  one channel, centre density/rho0: {density:.4e}")
    print(f"  one channel, transmission: {trans:.4e}")
    print(f"  density ratio / transmission: {density/trans:.4e}")
    print(f"  summed centre density: {rho:.3e} 1/(eV cm3)")
    print(f"  summed conductance at 0 K: {conductance:.3e} S/cm2")
    print(f"  77 K / 0 K conductance: {thermal_ratios[i][0]:.3f}")
    print(f"  77 K-broadened / midgap density: {thermal_ratios[i][1]:.3f}")
slope_density = np.log(summed_density[1] / summed_density[2]) / 20
slope_trans = np.log(summed_trans[1] / summed_trans[2]) / 20
print(f"summed density slope, 40 to 60 nm: {slope_density:.4f} 1/nm")
print(f"summed transmission slope, 40 to 60 nm: {slope_trans:.4f} 1/nm")
print(f"tilt from left to right: {tilt(0):.2f} to {tilt(1):.2f} eV")
print(f"tilted T exponent: {tilt_slopes[0]:.4f} 1/nm")
print(f"tilted left-fed density exponent: {tilt_slopes[1]:.4f} 1/nm")
print(f"tilted right-fed density exponent: {tilt_slopes[2]:.4f} 1/nm")
print(f"spin-orbit splitting, rough input: {spin_orbit:.1f} eV")
print(f"kappa with finite spin-orbit splitting: {kappa_so:.4f} 1/nm")
print(f"free-electron term at kappa0: {1000*free_term*kappa0**2:.3f} meV")
print(f"heavy-hole mass, rough input: {heavy_mass:.1f} electron masses")
print(f"heavy-hole kappa, parabolic: {kappa_heavy:.3f} 1/nm")
print(f"kappa at {offset:.2f} eV offset: {kappa_offset:.4f} 1/nm")
print(f"offset/midgap T, 40 nm: {offset_trans/mid_trans:.2f}")
print(f"offset/midgap density, 40 nm: {offset_density/mid_density:.2f}")
print("no test failed")
```

It prints:

```
InSb gap, rough input: 0.23 eV
Kane energy, rough input: 23.0 eV
temperature: 77 K; kT: 6.64 meV
hbar v: 0.7643 eV nm
midgap kappa0: 0.1505 1/nm
density decay length 1/(2 kappa0): 3.323 nm
lattice site energy/hopping: 0.40
lattice contact widths/hopping: 0.5, 3.0
lattice kappa: 0.198690 per site
lattice density exponent: 0.198690 per site
lattice transmission exponent: 0.397380 per site
L = 20 nm: kappa0 L = 3.009
  one channel, centre density/rho0: 9.8425e-02
  one channel, transmission: 9.6874e-03
  density ratio / transmission: 1.0160e+01
  summed centre density: 1.310e+17 1/(eV cm3)
  summed conductance at 0 K: 5.254e+04 S/cm2
  77 K / 0 K conductance: 1.021
  77 K-broadened / midgap density: 1.012
L = 40 nm: kappa0 L = 6.018
  one channel, centre density/rho0: 4.8673e-03
  one channel, transmission: 2.3691e-05
  density ratio / transmission: 2.0545e+02
  summed centre density: 2.830e+15 1/(eV cm3)
  summed conductance at 0 K: 5.951e+01 S/cm2
  77 K / 0 K conductance: 1.060
  77 K-broadened / midgap density: 1.030
L = 60 nm: kappa0 L = 9.028
  one channel, centre density/rho0: 2.4012e-04
  one channel, transmission: 5.7655e-08
  density ratio / transmission: 4.1647e+03
  summed centre density: 8.866e+13 1/(eV cm3)
  summed conductance at 0 K: 9.408e-02 S/cm2
  77 K / 0 K conductance: 1.405
  77 K-broadened / midgap density: 1.051
summed density slope, 40 to 60 nm: 0.1732 1/nm
summed transmission slope, 40 to 60 nm: 0.3225 1/nm
tilt from left to right: 0.08 to 0.00 eV
tilted T exponent: 0.2747 1/nm
tilted left-fed density exponent: 0.1273 1/nm
tilted right-fed density exponent: 0.1474 1/nm
spin-orbit splitting, rough input: 0.8 eV
kappa with finite spin-orbit splitting: 0.1459 1/nm
free-electron term at kappa0: 0.863 meV
heavy-hole mass, rough input: 0.4 electron masses
heavy-hole kappa, parabolic: 1.099 1/nm
kappa at 0.08 eV offset: 0.1081 1/nm
offset/midgap T, 40 nm: 15.31
offset/midgap density, 40 nm: 5.38
no test failed
```
